# The potential step of a displaced atomic plane and Callen's charge: a numerical check

```python
"""Potential step of one displaced atomic plane in a periodic supercell.

Result under test (Hartree atomic units):
    S = 4 pi Zstar u / (eps A),   so   S A / (4 pi u) = Zstar / eps = Z_L
S: jump of the macroscopic electrostatic potential at the plane,
Zstar: Born charge (zero macroscopic field), eps: clamped-ion dielectric
constant, Z_L: Callen longitudinal charge, A: area per atom, u: displacement.
Model: planes of smeared ions, electrons moving along z and uniform in the
plane, one electron pair per cell and area A, Hartree mean field.
"""
import numpy as np
from scipy.constants import physical_constants

PERIOD = 6.0        # repeat length c
AREA = 20.0         # area per atom A
Z_ION = 1.0         # core charge of each anion and each cation
SIGMA = 0.6         # Gaussian width of the core charge
WELL_DEPTH = 1.0    # short-range attraction of electrons to the anion
WELL_WIDTH = 1.0    # well = -depth * exp(-(z/width)^2)
GRID = 40           # real-space points per period
CUT = 6             # plane waves -CUT..CUT per period
NK = 80             # k points of the primitive cell
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def reciprocal(ncell):
    """Wave numbers of the grid and the Coulomb kernel without G = 0."""
    npts = GRID * ncell
    g = 2 * np.pi * np.fft.fftfreq(npts, 1.0 / npts) / (ncell * PERIOD)
    kernel = np.zeros(npts)
    kernel[1:] = 4 * np.pi / (AREA * g[1:] ** 2)
    return g, kernel


def solve_crystal(anions, cations, nk=1, cut=CUT):
    """Self-consistent Hartree ground state for given plane positions."""
    ncell = len(anions)
    length = ncell * PERIOD
    npts = GRID * ncell
    g, kernel = reciprocal(ncell)
    phase_an = np.exp(-1j * np.outer(g, anions)).sum(axis=1)
    phase_cat = np.exp(-1j * np.outer(g, cations)).sum(axis=1)
    ions = Z_ION * np.exp(-0.5 * (g * SIGMA) ** 2) * (phase_an + phase_cat) / length
    well = (-WELL_DEPTH * np.sqrt(np.pi) * WELL_WIDTH
            * np.exp(-0.25 * (g * WELL_WIDTH) ** 2) * phase_an / length)
    basis = np.arange(-cut * ncell, cut * ncell + 1)
    gap_index = (basis[:, None] - basis[None, :]) % npts
    kpts = (np.arange(nk) - nk // 2) / nk * 2 * np.pi / length
    momentum = kpts[:, None] + 2 * np.pi * basis[None, :] / length
    diag = np.arange(len(basis))
    pot = np.fft.ifft(well).real * npts
    old_pot, old_res = [], []
    for _ in range(150):
        pot_g = np.fft.fft(pot) / npts
        ham = np.repeat(pot_g[gap_index][None, :, :], nk, axis=0)
        ham[:, diag, diag] += 0.5 * momentum ** 2
        energies, vectors = np.linalg.eigh(ham)
        padded = np.zeros((nk, npts, ncell), complex)
        padded[:, basis % npts, :] = vectors[:, :, :ncell]
        waves = np.fft.ifft(padded, axis=1) * npts
        density = 2 * (np.abs(waves) ** 2).sum(axis=(0, 2)) / (length * nk)
        charge_g = ions - np.fft.fft(density) / npts
        phi_g = kernel * charge_g
        residual = np.fft.ifft(well - phi_g).real * npts - pot
        if np.abs(residual).max() < 1e-10:
            break
        old_pot.append(pot.copy())
        old_res.append(residual.copy())
        old_pot, old_res = old_pot[-8:], old_res[-8:]
        new_pot = pot + 0.4 * residual
        if len(old_pot) > 1:        # Anderson mixing
            d_pot = np.diff(np.array(old_pot), axis=0).T
            d_res = np.diff(np.array(old_res), axis=0).T
            weights = np.linalg.lstsq(d_res, residual, rcond=None)[0]
            new_pot = new_pot - (d_pot + 0.4 * d_res) @ weights
        pot = new_pot
    assert np.abs(residual).max() < 1e-10, "self-consistency not reached"
    return dict(phi=np.fft.ifft(phi_g).real * npts, charge_g=charge_g,
                energies=energies, vectors=vectors, momentum=momentum,
                basis=basis)


def field_response(bulk):
    """eps and the cation Born charge from the response to a unit field."""
    e, vec, mom = bulk["energies"], bulk["vectors"], bulk["momentum"]
    nk = len(e)
    g, kernel = reciprocal(1)
    excit = e[:, 1:] - e[:, :1]
    p_cv = np.einsum("kgc,kg,kg->kc", vec[:, :, 1:].conj(), mom, vec[:, :, 0])
    z_cv = -1j * p_cv / excit
    padded = np.zeros((nk, GRID, vec.shape[2]), complex)
    padded[:, bulk["basis"] % GRID, :] = vec
    waves = np.fft.ifft(padded, axis=1) * GRID
    pair = waves[:, :, :1].conj() * waves[:, :, 1:]
    pref = 4.0 / (nk * PERIOD)
    dn_bare = -pref * np.einsum("kzc,kc->z", pair, z_cv / excit).real
    flat = (pair / np.sqrt(excit)[:, None, :]).transpose(1, 0, 2).reshape(GRID, -1)
    chi0 = -pref * (flat @ flat.conj().T).real / GRID
    coulomb = np.fft.ifft(kernel[:, None] * np.fft.fft(np.eye(GRID), axis=0),
                          axis=0).real
    dn = np.linalg.solve(np.eye(GRID) - chi0 @ coulomb, dn_bare)
    dv = coulomb @ dn
    dv_cv = np.einsum("kzc,z->kc", pair.conj(), dv) / GRID
    amp = -(z_cv + dv_cv) / excit
    dipole = -4.0 / nk * np.sum(z_cv.conj() * amp).real
    eps = 1 + 4 * np.pi * dipole / (AREA * PERIOD)
    dphi_g = -kernel * np.fft.fft(dn) / GRID
    grad = np.sum(Z_ION * np.exp(-0.5 * (g * SIGMA) ** 2) * 1j * g
                  * np.exp(1j * g * PERIOD / 2) * dphi_g).real
    return eps, Z_ION - grad


def wannier_centre(shift_anion, shift_cation):
    """Centre of the occupied band from the Berry phase."""
    state = solve_crystal(np.array([shift_anion]),
                          np.array([PERIOD / 2 + shift_cation]), nk=NK)
    occ = state["vectors"][:, :, 0]
    last = np.append(occ[0, 1:], 0.0)      # same state, one zone further
    chain = np.vstack([occ, last])
    overlaps = np.sum(chain[:-1].conj() * chain[1:], axis=1)
    product = np.prod(overlaps / np.abs(overlaps))
    return -PERIOD / (2 * np.pi) * np.angle(product)


def plane_step(kind, ncell, u):
    """Step, far field and near-field deviations for one displaced plane."""
    phis = []
    for sign in (1, -1):
        anions = np.arange(ncell) * PERIOD
        cations = anions + PERIOD / 2
        (cations if kind == "cation" else anions)[0] += sign * u
        phis.append(solve_crystal(anions, cations)["phi"])
    change = 0.5 * (phis[0] - phis[1])
    if kind == "cation":
        change = np.roll(change, -GRID // 2)   # displaced plane at index 0
    half = GRID // 2
    macro = sum((0.5 if abs(s) == half else 1.0) * np.roll(change, s)
                for s in range(-half, half + 1)) / GRID
    length = ncell * PERIOD
    dist = np.arange(len(macro)) * PERIOD / GRID
    far = (dist >= 4 * PERIOD) & (dist <= length - 4 * PERIOD)
    slope, start = np.polyfit(dist[far], macro[far], 1)
    deviation = macro - (start + slope * dist)
    step = start - (start + slope * length)
    return step, -slope, [deviation[n * GRID] for n in (1, 2, 3)]


def wave_charge(ncell, u):
    """Longitudinal charge from the macroscopic charge of a frozen wave."""
    q = 2 * np.pi / (ncell * PERIOD)
    anions = np.arange(ncell) * PERIOD
    sites = anions + PERIOD / 2
    rho = [solve_crystal(anions, sites + s * u * np.cos(q * sites))["charge_g"][1]
           for s in (1, -1)]
    return q, (2j * PERIOD * 0.5 * (rho[0] - rho[1]) / (q * u)).real


# Primitive-cell quantities
bulk = solve_crystal(np.array([0.0]), np.array([PERIOD / 2]), nk=NK)
band_gap = bulk["energies"][:, 1].min() - bulk["energies"][:, 0].max()
eps, z_force = field_response(bulk)
eps_fine, z_fine = field_response(
    solve_crystal(np.array([0.0]), np.array([PERIOD / 2]), nk=NK, cut=9))
h = 0.01
z_cat = Z_ION - 2 * (wannier_centre(0, h) - wannier_centre(0, -h)) / (2 * h)
z_an = Z_ION - 2 * (wannier_centre(h, 0) - wannier_centre(-h, 0)) / (2 * h)
assert band_gap > 0.05
assert abs(eps_fine / eps - 1) < 1e-4 and abs(z_fine - z_force) < 1e-3
assert abs(z_cat / z_force - 1) < 2e-3      # k-string discretisation
assert abs(z_cat + z_an) < 2e-3 * abs(z_cat)

# One displaced plane in long supercells
u = 0.01
short, long_ = 10, 14
step_s, field_s, _ = plane_step("cation", short, u)
step_l, field_l, near = plane_step("cation", long_, u)
step_an, _, _ = plane_step("anion", long_, u)
predicted = 4 * np.pi * z_cat * u / (eps * AREA)
unscreened = 4 * np.pi * z_cat * u / AREA
z_long = step_l * AREA / (4 * np.pi * u)
assert abs(step_l / predicted - 1) < 3e-3   # limited by the Berry phase
assert abs(step_l * eps * AREA / (4 * np.pi * u * z_force) - 1) < 1e-3
assert abs(step_s / step_l - 1) < 1e-3
assert abs(step_an + step_l) < 2e-3 * abs(step_l)
assert abs(unscreened / step_l - 1) > 0.1   # screened and bare are distinct
assert abs(near[2]) < 0.01 * abs(step_l)

# Callen charge from its long-wave definition
q_s, zq_s = wave_charge(short, u)
q_l, zq_l = wave_charge(long_, u)
z_wave = (zq_l * q_s ** 2 - zq_s * q_l ** 2) / (q_s ** 2 - q_l ** 2)
assert abs(z_wave / z_long - 1) < 0.01      # fourth order in q remains

# Nonlinearity in the displacement
u_mid, u_big = 0.1, 0.2
dev_mid = (plane_step("cation", short, u_mid)[0] / u_mid) / (step_s / u) - 1
dev_big = (plane_step("cation", short, u_big)[0] / u_big) / (step_s / u) - 1
assert 3.3 < dev_big / dev_mid < 5.0

print(f"period c                         {PERIOD:.1f} bohr")
print(f"area per atom A                  {AREA:.1f} bohr^2")
print(f"core charge of each ion          {Z_ION:.1f} e")
print(f"core Gaussian width              {SIGMA:.1f} bohr")
print(f"anion well depth                 {WELL_DEPTH:.1f} hartree")
print(f"anion well width                 {WELL_WIDTH:.1f} bohr")
print(f"k points in primitive cell       {NK}")
print(f"band gap                         {band_gap:.4f} hartree")
print(f"eps (linear response)            {eps:.5f}")
print(f"eps (larger basis)               {eps_fine:.5f}")
print(f"Zstar cation, Berry phase        {z_cat:.5f} e")
print(f"Zstar anion, Berry phase         {z_an:.5f} e")
print(f"Zstar cation, force in field     {z_force:.5f} e")
print(f"Zstar/eps (force value)          {z_force / eps:.5f} e")
print(f"displacement u                   {u:.3f} bohr")
print(f"supercell lengths                {short * PERIOD:.0f} and {long_ * PERIOD:.0f} bohr")
print(f"far field, {short} cells              {field_s:.6e} a.u.")
print(f"far field, {long_} cells              {field_l:.6e} a.u.")
print(f"step, {short} cells                   {step_s:.6e} hartree/e")
print(f"step, {long_} cells                   {step_l:.6e} hartree/e")
print(f"step, {long_} cells, in volts         {step_l * HARTREE_EV:.5f} V")
print(f"step predicted, Berry Zstar      {predicted:.6e} hartree/e")
print(f"step if Zstar were unscreened    {unscreened:.6e} hartree/e")
print(f"step for displaced anion         {step_an:.6e} hartree/e")
print(f"Z_L from step, {long_} cells          {z_long:.5f} e")
for n, value in enumerate(near, 1):
    print(f"near-field part of step at {n} c   {value / step_l:.2e}")
print(f"wave q, {short} cells                 {q_s:.5f} 1/bohr")
print(f"wave Z_L(q), {short} cells            {zq_s:.5f} e")
print(f"wave q, {long_} cells                 {q_l:.5f} 1/bohr")
print(f"wave Z_L(q), {long_} cells            {zq_l:.5f} e")
print(f"wave Z_L extrapolated to q=0     {z_wave:.5f} e")
print(f"relative change of S/u, u={u_mid:.1f}    {dev_mid:.3e}")
print(f"relative change of S/u, u={u_big:.1f}    {dev_big:.3e}")
print(f"ratio of the two changes         {dev_big / dev_mid:.3f}")
print("finished without a failed check")
```

Printed output:

```
period c                         6.0 bohr
area per atom A                  20.0 bohr^2
core charge of each ion          1.0 e
core Gaussian width              0.6 bohr
anion well depth                 1.0 hartree
anion well width                 1.0 bohr
k points in primitive cell       80
band gap                         0.2832 hartree
eps (linear response)            2.30462
eps (larger basis)               2.30462
Zstar cation, Berry phase        1.53003 e
Zstar anion, Berry phase         -1.53003 e
Zstar cation, force in field     1.53007 e
Zstar/eps (force value)          0.66391 e
displacement u                   0.010 bohr
supercell lengths                60 and 84 bohr
far field, 10 cells              6.952419e-05 a.u.
far field, 14 cells              4.965989e-05 a.u.
step, 10 cells                   4.171451e-03 hartree/e
step, 14 cells                   4.171431e-03 hartree/e
step, 14 cells, in volts         0.11351 V
step predicted, Berry Zstar      4.171399e-03 hartree/e
step if Zstar were unscreened    9.613481e-03 hartree/e
step for displaced anion         -4.171446e-03 hartree/e
Z_L from step, 14 cells          0.66390 e
near-field part of step at 1 c   3.15e-03
near-field part of step at 2 c   1.88e-05
near-field part of step at 3 c   3.58e-07
wave q, 10 cells                 0.10472 1/bohr
wave Z_L(q), 10 cells            0.66873 e
wave q, 14 cells                 0.07480 1/bohr
wave Z_L(q), 14 cells            0.66638 e
wave Z_L extrapolated to q=0     0.66394 e
relative change of S/u, u=0.1    -1.245e-03
relative change of S/u, u=0.2    -5.137e-03
ratio of the two changes         4.128
finished without a failed check
```
